Tracer correlation factor for a single vacancy on a square lattice

Suppose a lattice calculation of vacancy-mediated diffusion has given a vacancy fraction and a hop rate. Before these become a tracer diffusion coefficient, one must decide whether the tracer's jumps may be treated as independent. For a tagged but otherwise identical atom on a square lattice, in the limit of few vacancies, they may not: doing so overestimates the coefficient by a factor π − 1 ≈ 2.14. The same result serves as a reference for measuring the error of a small periodic simulation cell.

**Setting and theorem**

Atoms fill an infinite square lattice of spacing a, except for one vacancy. At each step the vacancy exchanges places with one of its four neighbours, each with probability 1/4. One atom, the tracer, carries a label but is otherwise identical to the rest, so the vacancy treats it like any other atom. The tracer moves when the vacancy hops onto its site. Positions are written in units of a, and eₓ = (1,0).

Let uᵢ be the unit vector of the i-th tracer jump, Rₙ the displacement after n tracer jumps, and c = ⟨uᵢ·uᵢ₊₁⟩.

**Theorem.** Under these assumptions

c = 2/π − 1 ≈ −0.3634,

⟨Rₙ²⟩/(n a²) = (1 + c)/(1 − c) − 2c(1 − cⁿ)/[n(1 − c)²],

and for n → ∞ the right side tends to the correlation factor

f = 1/(π − 1) ≈ 0.4669.

The factor is defined per tracer jump, not per unit time. The distinction matters here and is taken up after the proof.

**Lemma 1 (return sums).** Let Pₙ(x,y) be the probability that a free walk from the origin is at (x,y) after n hops. Then

A = Σₙ [Pₙ(0,0) − Pₙ(2,0)] = 4 − 8/π.

*Proof.* Put u = x + y and v = x − y. The four hops change (u,v) by the four sign pairs (±1,±1), with equal probability, so u and v are independent one-dimensional walks. An even number 2m of hops is needed to reach either site. With C(n,k) the binomial coefficient,

r_m = P₂ₘ(0,0) = [C(2m,m)/4ᵐ]².

The site (2,0) has u = v = 2. Since C(2m,m+1) = C(2m,m) m/(m+1),

P₂ₘ(2,0) = r_m m²/(m+1)².

Because (m+1)² − m² = 2m + 1, the partial sum over m < M is

A_M = Σ r_m (2m+1)/(m+1)².

To sum it, use the ratio

r_(m+1)/r_m = [(2m+1)/(2m+2)]².

It gives two differences:

4(m+1) r_(m+1) − 4m r_m = r_m [(2m+1)² − 4m(m+1)]/(m+1) = r_m/(m+1),

4r_m − 4r_(m+1) = r_m [4(m+1)² − (2m+1)²]/(m+1)² = r_m (4m+3)/(m+1)².

Summing each over m < M, with r₀ = 1, yields

Σ r_m/(m+1) = 4M r_M,

Σ r_m (4m+3)/(m+1)² = 4(1 − r_M).

Now 2m + 1 = (4m + 3) − 2(m + 1), so A_M is the second sum minus twice the first:

A_M = 4(1 − r_M) − 8M r_M.

For the limit, write r_M as the product of [(2k−1)/(2k)]² for k = 1 to M. Wallis' product then reads

Π (2k)²/[(2k−1)(2k+1)] = 1/[(2M+1) r_M] → π/2.

Hence M r_M → 1/π and r_M → 0, which gives A = 4 − 8/π. ∎

The sum converges steadily: A_M is 1.3922 for M = 10 and 1.4472 for M = 100, against the limit 1.4535. For large m the terms approach 2/(πm²), so the missing tail is about 2/(πM).

**Lemma 2 (certain return).** A vacancy next to the tracer hops onto it at some later time with probability 1.

*Proof.* Since r_m ≈ 1/(πm), the sum of r_m diverges. The mean number of visits of a free walk to its start, counting time zero, is 1/(1 − return probability), so the return probability is 1. The first hop from the origin leads to one of four neighbours, and by symmetry the origin is reached from each with equal probability. That probability must be 1. Until it hits the tracer site, the vacancy is such a free walk. ∎

**Lemma 3 (mean cosine).** c = −A/4 = 2/π − 1.

*Proof.* Suppose the tracer has just jumped along +eₓ. It exchanged with the vacancy, which now sits at −eₓ from it. Place the tracer at the origin. If the vacancy next enters from the neighbour y, the tracer jumps towards y. The cosine is +1 for y = eₓ, −1 for y = −eₓ and 0 for the two side neighbours.

Let G_N(y) be the mean number of visits to y during hops 0 to N, before the origin is first hit. Each visit to a neighbour is followed by a hop onto the tracer with probability 1/4. So the probability of entry from y is G(y)/4, where G is the limit of G_N, and

c = [G(eₓ) − G(−eₓ)]/4.

Compare this with a free walk that is allowed to continue through the origin. If F_k is the probability that it first hits the origin at hop k, then

Σ(n≤N) Pₙ(y + eₓ) = G_N(y) + Σ_k F_k Σ(n≤N−k) Pₙ(y).

The last term counts visits made after the first hit. It has the same value for y = eₓ and y = −eₓ, because a walk from the origin does not distinguish them. Subtracting the two equations leaves

G_N(eₓ) − G_N(−eₓ) = Σ(n≤N) [Pₙ(2,0) − Pₙ(0,0)].

For N → ∞ the right side is −A, so c = −A/4 = −1 + 2/π. ∎

The subtraction holds at every cut-off N. The forward probability minus the reversal probability, accumulated over returns within about N hops, is therefore −A_M/4 with N ≈ 2M. It differs from c by about (1/4)·2/(πM) = 1/(πN). This sum gives later returns the weight zero and is not the mean cosine of the early returns alone: within 100 hops only 58 % of vacancies have returned, the sum is −0.360, and the mean cosine of those returns is −0.62. Late returns thus carry little directional memory, although they are not rare.

**Lemma 4 (the separate probabilities).** The next tracer jump reverses the last one with probability 1/2, continues it with probability 2/π − 1/2 ≈ 0.1366, and turns to either given side with probability 1/2 − 1/π ≈ 0.1817.

*Proof.* Let D_N be the sum of Pₙ(0,0) − Pₙ(1,0) for n = 0 to N. A walk at the origin after n + 1 hops came from one of four equivalent neighbours, so Pₙ₊₁(0,0) = Pₙ(1,0). The sum telescopes to D_N = 1 − P_(N+1)(0,0), which tends to 1.

Now start a free walk at s = −eₓ, and let q be the probability that it hits the origin before it revisits s. D_N is also the mean number of visits to s minus that to the origin. Consider the first time t ≥ 1 at which the walk is on either site. If it is at s, the remaining difference is D_(N−t). If it is at the origin, reflection through the bond's midpoint gives −D_(N−t). Since D_N is bounded and convergent, and t is finite with probability 1, the limit D obeys

D = 1 + (1 − q)D − qD.

With D = 1 this gives q = 1/2. The mean number of visits to s before the origin is hit is 1 + (1 − q) + (1 − q)² + … = 1/q = 2, so the reversal probability is 2/4 = 1/2. Adding c gives the forward probability, 1/2 + 2/π − 1 = 2/π − 1/2. By Lemma 2 the four probabilities sum to 1, and the two sides share the rest equally. ∎

**Proof of the theorem**

After each jump the vacancy stands directly behind the tracer. The next direction therefore depends on the past through uᵢ alone. Reflection in the line of uᵢ removes any mean sideways component, so the mean of uᵢ₊₁ for given uᵢ is c uᵢ. Repeating this j times gives

⟨uᵢ·uᵢ₊ⱼ⟩ = cʲ.

Among n jumps there are n − j pairs separated by j, hence

⟨Rₙ²⟩/a² = n + 2S, with S = Σ(j=1 to n−1) (n − j)cʲ.

Since cʲ is counted n − j times, S can be written as a sum of geometric sums:

S = Σ(l=1 to n−1) c(1 − cˡ)/(1 − c)

= [c/(1 − c)] [n − 1 − (c − cⁿ)/(1 − c)]

= [c/(1 − c)] [n − (1 − cⁿ)/(1 − c)].

Inserting S and using 1 + 2c/(1 − c) = (1 + c)/(1 − c) gives the stated formula. Its last term vanishes for large n, and

f = (1 + c)/(1 − c) = (2/π)/(2 − 2/π) = 1/(π − 1). ∎

For n = 2 the formula gives 1 + c = 0.6366, for n = 5 it gives 0.5456, and for n = 20 it gives 0.4865, still 4 % above f. A short trajectory therefore overestimates the factor, mainly through the term −2c/[n(1 − c)²], which is positive because c is negative.

**Proposition (one vacancy in time).** Let the vacancy start next to the tracer. After N vacancy hops, to leading order for large N, the mean number of tracer jumps is ln(N)/π, and

⟨R²⟩ ≈ a² ln(N)/[π(π − 1)].

A single vacancy on an infinite lattice therefore gives no tracer diffusion coefficient, because ⟨R²⟩/N tends to zero.

*Proof.* Let T₁, T₂, … be the numbers of hops between exchanges. The J-th exchange occurs at hop T₁ + … + T_J. A free walk with the same excursions must spend one extra hop leaving the origin after each visit, so its J-th visit occurs J − 1 hops later. Because J exchanges need at least J hops, the number K_N of exchanges lies between the free walk's visits up to N and up to 2N. The mean number of free visits is the sum of Pₙ(1,0) = Pₙ₊₁(0,0), which grows as the sum of 1/(πm) up to m ≈ N/2, that is, as ln(N)/π. Replacing N by 2N adds a constant, so ⟨K_N⟩ grows in the same way.

Next let g_t be the probability that the next tracer jump comes after t hops and points forward, minus the same for backward. Let W_L be the mean displacement, projected on a given jump, that the tracer gains in the L hops after it. Then

W_L = Σ(t≤L) g_t (1 + W_(L−t)).

The sum of |g_t| is at most the forward plus the reversal probability, 2/π < 1. Iteration therefore converges, and W_L tends to c + c² + … = c/(1 − c). Each jump contributes 1 + 2W_L to ⟨R²⟩/a², where L is the number of hops left. For any fixed L₀, the jumps with fewer than L₀ hops left number at most L₀, while the total grows without bound. The ratio of ⟨R²⟩/a² to ⟨K_N⟩ thus tends to 1 + 2c/(1 − c) = f. ∎

Stepwise propagation of the joint vacancy and tracer moments shows how the limit is approached. Between 400 and 1600 hops the number of tracer jumps grows by 0.3161 per unit of ln N, against 1/π = 0.3183. The value of ⟨R²⟩/a² grows by 0.1460, against f/π = 0.1486, which is 1.8 % below the limit.

**Remark (a dilute vacancy gas)**

Let a fraction c_v of sites be vacant, and let each vacancy hop at rate w in each direction. Each of the tracer's four neighbours is vacant with probability c_v, so the tracer jumps at rate 4w c_v. In two dimensions ⟨R²⟩ = 4D*t, and to leading order in c_v

D* = (1/4) a² (4w c_v) f = a² w c_v/(π − 1).

The use of f here rests on an estimate, not on a full proof. Another vacancy is likely to interfere after a number of hops of order 1/c_v, apart from a logarithmic factor. By the cut-off estimate after Lemma 3, losing the memory beyond that point changes c by an amount of order c_v, again apart from logarithmic factors.

Periodic cells are consistent with this dilute limit. Solving the master equation for the tracer's long-time diffusion, with at most one vacancy per site, gives f = 0.4989 for two vacancies in a 7 × 7 cell and 0.4858 in a 9 × 9 cell. With the number of vacancies fixed, the vacancy fraction and the finite-size error shrink together as the cell grows. Linear extrapolation to an infinite cell, in the number of vacancies per site other than the tracer's, gives 0.4663, within 0.2 % of 1/(π − 1). One vacancy in a 9 × 9 cell gives 0.4806, so a simulation in that cell overestimates the dilute factor by 3 %.

**Remark (where the value fails)**

The value belongs to a tracer that exchanges at the same rate as its neighbours. If a foreign atom exchanges much more slowly, the vacancy visits all four sides many times before an exchange. The directions are then randomised, c → 0 and f → 1. If it exchanges much faster, the vacancy mostly hops straight back, c → −1 and f → 0. For a single vacancy, the formula (1 + c)/(1 − c) survives as long as the mirror symmetry holds and the four jump directions remain equivalent, but c must be recomputed. With several vacancies it is no longer exact in general, because the next jump also depends on where the others are.

**Example: a tagged atom in Cu(001)**

The top layer of Cu(001) is a square lattice. Take a tagged Cu atom at 320 K, where kT = 0.02758 eV. The inputs are rough typical values: cube edge 0.361 nm, surface-vacancy formation energy 0.50 eV, migration barrier 0.40 eV and attempt frequency 10¹³ s⁻¹. Formation entropy is left out. Then

a = 0.361 nm/√2 = 0.2553 nm,

c_v = exp(−0.50/0.02758) ≈ 1.3 × 10⁻⁸,

w = 10¹³ s⁻¹ × exp(−0.40/0.02758) ≈ 5.0 × 10⁶ s⁻¹.

The tracer jumps at 4w c_v ≈ 0.27 s⁻¹. Independent jumps would give a² × 0.27 s⁻¹/4 ≈ 4.4 × 10⁻¹⁷ cm²/s. Multiplication by 0.467 gives

D* ≈ 2.0 × 10⁻¹⁷ cm²/s = 2.0 × 10⁻³ nm²/s.

In one hour the root-mean-square displacement is √(4D*t) ≈ 5.4 nm.

Real terraces end at steps, which create and absorb vacancies. Consider a square terrace of side 50 nm with absorbing edges and the tracer at its centre. A sparse linear solution for the vacancy visits gives a return probability of 0.750 instead of 1. One encounter therefore produces on average 1/(1 − 0.750) ≈ 4.0 tracer jumps and a root-mean-square displacement of 0.35 nm. Yet f rises by only 6 × 10⁻⁵ of its value. A vacancy starting beside the tracer site makes on average about 1.2 × 10⁴ hops before reaching the edge, if the tracer does not stop it. The cut-off estimate 1/(πN) then gives a change in c of about 3 × 10⁻⁵, which is the right size. A quarter of the returns are lost, but they are late ones with almost equal forward and backward shares.

For a real copper surface the energies limit the answer far more than f does. An error of 0.05 eV in their sum changes D* by a factor of 6. A Wigner estimate, with the attempt frequency also used at the barrier, puts the tunnelling correction to the hop rate near 9 %. This is probably too high: with 7.3 × 10¹² s⁻¹, near the top of copper's phonon spectrum, it would be 5 %. If the vacancy formation energy in the next layer is taken equal to a rough bulk value of 1.3 eV, and the prefactors are equal, the chance that the vacancy sinks into the next layer before reaching the edge is at most about 0.6 %. This bound is sensitive to the energy: with 1.2 eV it would be about 22 %. With a rough total energy of 1.4 eV for adatom exchange, such events are about 10⁻⁸ times as frequent as exchanges with a vacancy. Their share of the long-time D* can be much larger than that, because a tagged atom that has become an adatom may hop far before it is embedded again. Vacancy pairing, for an assumed binding of 0.10 eV, involves about 2 × 10⁻⁶ of the vacancies. The correlation factor is thus well determined within this model for a tagged Cu atom far from steps, while the absolute D* is only illustrative: an error of 0.10 eV in the energy sum would change it by a factor of about 38.
